# Debye-Length Limit on Capacitance-Voltage Doping Profiles in Silicon

## The length that the physics allows

Let n-type silicon contain $N$ ionised donors per unit volume, neutralised by mobile electrons at temperature $T$. Gaussian units are used, with $e>0$ and $\varepsilon$ the relative dielectric constant. If the donors are treated as a smooth background and the electrons as a classical gas in the mean potential, Poisson's equation for the potential energy divided by $kT$ contains the material parameters in one combination only,

$$\frac{4\pi e^2N}{\varepsilon kT}.$$

Since $e^2/(\varepsilon kT)$ is a length and $N$ is an inverse volume, this is an inverse length squared. An applied voltage $V$ can enter only through the ratio $eV/kT$. In uniform material, any width that does not depend on the voltage must therefore be a pure number times the Debye length

$$L=\sqrt{\frac{\varepsilon kT}{4\pi e^2N}} .$$

An energy argument shows what $L$ means. Strip the electrons from a layer of thickness $d$. The field rises linearly across the layer from zero to $4\pi eNd/\varepsilon$, so an electron crossing it must climb

$$\frac12\,e\,\frac{4\pi eNd}{\varepsilon}\,d=\frac{2\pi e^2Nd^2}{\varepsilon}=\frac{kT}{2}\,\frac{d^2}{L^2}.$$

Thermal motion supplies energies of order $kT$, so electrons spill into the stripped layer over a distance of order $L$.

At 300 K, $kT=4.142\times10^{-14}$ erg. With $e=4.803\times10^{-10}$ esu, $N=10^{17}$ cm$^{-3}$ and the rough typical value $\varepsilon=11.7$,

$$L^2=\frac{11.7\times4.142\times10^{-14}}{4\pi\,(4.803\times10^{-10})^2\times10^{17}}\ \text{cm}^2=1.67\times10^{-12}\ \text{cm}^2,$$

$$L=1.29\times10^{-6}\ \text{cm}\approx13\ \text{nm}.$$

Capacitance-voltage (C-V) profiling senses doping by moving the edge of a depletion layer, and that edge is blurred over a distance of order $L$. What remains is to find the pure number.

## The depletion edge in uniform doping

The contact is at $x=0$ and neutral material lies at large $x$. Let $\phi$ be the electrostatic potential, zero deep inside, and let $u=-e\phi/kT$ be the upward band bending in units of $kT$. Boltzmann statistics give $n=Ne^{-u}$. Holes are taken to be absent. Poisson's equation $\phi''=-(4\pi e/\varepsilon)(N-n)$ becomes

$$u''=\frac{1-e^{-u}}{L^2}. \tag{1}$$

Multiply by $u'$ and integrate from the interior, where $u=u'=0$:

$$\tfrac12L^2u'^2=u-1+e^{-u}. \tag{2}$$

Since $u$ falls with $x$, $u'$ is negative. Let $u_s$ be the value of $u$ at the contact. The uncovered charge per area is

$$Q=e\int_0^\infty(N-n)\,dx=eNL^2\int_0^\infty u''dx=-eNL^2u'(0).$$

In reverse bias $u_s\gg1$. Dropping $e^{-u_s}$ in (2) gives

$$Q=eNL\sqrt{2(u_s-1)} .$$

A rise $dV$ of the reverse voltage raises $u_s$ by $e\,dV/kT$. Differentiating $Q^2=2(eNL)^2(u_s-1)$ gives the capacitance per area:

$$C=\frac{dQ}{dV}=\frac{e}{kT}\,\frac{(eNL)^2}{Q}=\frac{\varepsilon eN}{4\pi Q},$$

where the last form uses the definition of $L^2$. The depth assigned to a measured capacitance is $W=\varepsilon/(4\pi C)$, so

$$W=\frac{Q}{eN},\qquad W^2=2L^2(u_s-1). \tag{3}$$

The apparent density follows from the slope of the C-V curve. From $W=\varepsilon/(4\pi C)$, $|dC|=(4\pi C^2/\varepsilon)\,dW$, and $dV=dQ/C$. Hence

$$N_{CV}=\frac{4\pi C^3}{e\varepsilon\,|dC/dV|}=\frac1e\frac{dQ}{dW}. \tag{4}$$

For uniform doping, (3) makes this equal to $N$. The blurred edge does no harm there, because it moves without changing shape. Harm comes when the doping varies.

## How a doping variation is averaged

Let the doping be $N+\delta N(x)$, with $\delta N$ small and zero deep inside. Keep $Q$ fixed and write $u=u_0+\eta$, where $u_0$ solves (1). To first order $e^{-u}=e^{-u_0}(1-\eta)$, so

$$\eta''-\frac{e^{-u_0}}{L^2}\eta=\frac{\delta N}{NL^2}. \tag{5}$$

Fixed charge means $\eta'(0)=0$, and $\eta$ vanishes deep inside.

Differentiating (1) gives $u_0'''=e^{-u_0}u_0'/L^2$. Thus $u_0'$ solves (5) without its source, which expresses the freedom to translate the edge in a uniform crystal. Multiply (5) by $u_0'$ and integrate. Two integrations by parts give for the left side

$$\int_0^\infty(u_0'\eta''-u_0'''\eta)\,dx=\Big[u_0'\eta'-u_0''\eta\Big]_0^\infty=u_0''(0)\,\eta(0)=\frac{\eta(0)}{L^2},$$

again without $e^{-u_s}$. Therefore

$$\eta(0)=\int_0^\infty u_0'(x)\,\frac{\delta N(x)}{N}\,dx .$$

Because $1/C=dV/dQ=(kT/e)\,du_s/dQ$, the measured depth is

$$W=\frac{\varepsilon}{4\pi C}=\frac{\varepsilon kT}{4\pi e}\frac{du_s}{dQ}=eNL^2\frac{du_s}{dQ}.$$

Let $W_0=Q/(eN)$. The unperturbed solution depends on $x-W_0$, so $d/dQ=(eN)^{-1}d/dW_0$, and $d/dW_0$ acts on $u_0'$ as $-d/dx$. With $L^2u_0''=1-n_0/N$,

$$\delta W=-\int_0^\infty\left(1-\frac{n_0}{N}\right)\frac{\delta N}{N}\,dx .$$

One more derivative with respect to $W_0$ gives

$$\frac{dW}{dQ}=\frac1{eN}\left[1-\int_0^\infty\frac{n_0'}{N}\,\frac{\delta N}{N}\,dx\right].$$

Inverting this to first order and using (4),

$$N_{CV}(W)=N+\int_0^\infty K(x)\,\delta N(x)\,dx,\qquad K=\frac1N\frac{dn_0}{dx}. \tag{6}$$

The C-V profile is the doping averaged with the slope of the carrier density across the depletion edge.

The edge in (6) is to be placed at the measured $W$. Extra donors lying wholly inside the depleted region show why. They add constants to $Q$ and to $u_s$ that do not depend on where the edge is, so $eNL^2\,du_s/dQ$ still returns the edge position.

## The width of the average

The area of $K$ is 1, because $n_0/N$ rises from nearly 0 at the contact to 1 inside. Its mean follows by parts:

$$\int_0^\infty xK\,dx=\int_0^\infty\left(1-\frac{n_0}{N}\right)dx=\frac{Q}{eN}=W .$$

For the second moment, use (1) and integrate by parts twice:

$$\int_0^\infty x^2K\,dx=2\int_0^\infty x\left(1-\frac{n_0}{N}\right)dx=2L^2\int_0^\infty xu_0''\,dx=2L^2u_s .$$

By (3), $2L^2u_s=W^2+2L^2$. Subtracting the squared mean leaves

$$\sigma^2=2L^2,\qquad \sigma=\sqrt2\,L . \tag{7}$$

The width does not depend on bias, as long as $e^{-u_s}$ is negligible.

The shape comes from (2): $K=e^{-u_0}|u_0'|$. On the neutral side $u_0$ is small, (2) reduces to $|u_0'|=u_0/L$, and $K$ decays as $e^{-x/L}$. On the depleted side, from about $2L$ beyond the edge, $|u_0'|\approx(W-x)/L^2$ and

$$K\approx\frac{W-x}{L^2}\,\exp\!\left[-1-\frac{(W-x)^2}{2L^2}\right],$$

which falls much faster. As the bias increases, a thin buried layer therefore appears gradually before the edge reaches it and disappears more abruptly afterwards.

**A second case: neutral material.** One may ask whether the equilibrium electron density would reveal the doping more sharply. With $u_0=0$ and $\delta n=-N\eta$, equation (5) becomes

$$\delta n-L^2\delta n''=\delta N .$$

A thin sheet of $S$ donors per area at $x_0$ then gives

$$\delta n=\frac{S}{2L}\,e^{-|x-x_0|/L},$$

whose slope jumps by $-S/L^2$ at the sheet, as the equation requires. The variance of this cloud is also $2L^2$. The C-V profile and the electron density thus share area, mean and rms width for a weak sheet, but not shape: the cloud peaks at $0.5\,S/L$, whereas the C-V response $SK$ peaks at $0.32\,S/L$. For a doping wave of wavenumber $k$, the same equation gives $\delta n=\delta N/(1+k^2L^2)$. For the electron density the loss of detail is gradual, reaching one half at $k=1/L$ and leaving 0.2 at $k=2/L$. The C-V weight $K$, having no cusp, cuts off faster: the magnitude of its Fourier transform is 0.44 at $k=1/L$ and 0.08 at $k=2/L$.

## A diode at 3 V band bending

Consider a reverse-biased Schottky diode on this silicon, with a total band bending of 3.0 V, built-in part included. With $kT/e=25.85$ mV, $u_s=3.0/0.02585=116$, and (3) gives

$$W=L\sqrt{2\times115}=15.2\,L=196\ \text{nm}.$$

The capacitance $\varepsilon/(4\pi W)$ is 52.8 nF/cm². The surface field is

$$\frac{kT}{e}|u'(0)|=\frac{kT}{e}\frac{W}{L^2}=\frac{0.02585\ \text{V}\times196\ \text{nm}}{(12.93\ \text{nm})^2}=0.030\ \text{V/nm},$$

or 0.30 MV/cm.

The resolution can be quoted in several ways:

- Debye length: 12.9 nm.
- Rms width of $K$: $\sqrt2\,L=18$ nm.
- Full width of $K$ at half maximum: $2.83\,L=37$ nm.
- Apparent 10–90 % width of a small abrupt step: $3.45\,L=45$ nm.

The last entry follows from (6). Take $N$ as the deep doping and let the excess $\delta N$ be constant from the contact to $x_0$. Then $\int_0^{x_0}K\,dx=n_0(x_0)/N$, so the reported step has the shape of the carrier edge itself.

A buried sheet of $2\times10^9$ donors per cm² gives an apparent peak of

$$2\times10^9\times\frac{0.3185}{1.293\times10^{-6}}\ \text{cm}^{-3}=4.9\times10^{14}\ \text{cm}^{-3},$$

about 0.5 % of the background, however thin the real sheet is.

## Comparison

The rough argument gave the scale $L$, and the controlled one gives the factor $\sqrt2$ for the rms width. The value 13 nm is thus a fair estimate of the limit, but features 13 nm apart are not separated: the half-maximum width of the response is almost three times larger.

The derivation was tested against numerical solutions of the full nonlinear Poisson equation, from which $C$ and then the slope of $1/C^2$ were computed as in a measurement. For the sheet above, placed $18L$ below the contact, the response followed $K$ at every sampled depth to within 4 % of its peak, and its variance was $1.996\,L^2$ against the predicted $2L^2$. A step of $\pm2$ % about $N$ had a 10–90 % width of 44.7 nm, against 44.6 nm from the carrier edge. These runs share the continuum model, so they test the algebra and not the model. The numerical output follows the text.

## Where the estimate bends or fails

**Doping and temperature.** At 300 K, $L$ is 41 nm for $10^{16}$ cm$^{-3}$ and 129 nm for $10^{15}$ cm$^{-3}$, following $N^{-1/2}$. At $10^{17}$ cm$^{-3}$ it is 11.8 nm at 250 K and 14.9 nm at 400 K, with $\varepsilon$ held fixed. While nearly all donors stay ionised, cooling helps only as $\sqrt T$. At this doping, donors bound by a rough 45 meV are about 30 % neutral at 150 K and nearly 90 % neutral at 77 K, and there the $\sqrt T$ rule and the weight (6) no longer apply.

**Shallow depths and large steps.** With $e^{-u_s}$ kept, (2) gives $W=L\sqrt{2(u_s-1+e^{-u_s})}/(1-e^{-u_s})$, and (4) then reports uniform doping 29 % too high at $W=2L$ and 3.5 % too high at $W=3L$. The region within a few $L$ of the contact is therefore outside the theory. Equation (6) is also first order in $\delta N$. At a large step $L$ differs on the two sides, and a single weight no longer describes the result.

**Real silicon.** The doping and bias are ordinary for such a diode. The assumption under most strain is the smooth charge. The mean donor spacing $N^{-1/3}$ is 21.5 nm, larger than $L$, and a sphere of radius $L$ holds 0.9 electrons on average. The continuum profile can therefore describe only an average over a contact area containing many donors. The size of the correction can be judged from the Debye-Hückel picture of electrons on a uniform background. Each electron's chemical potential is lowered by $e^2/(2\varepsilon L)$, which grows as $\sqrt n$. Then

$$\frac{n}{kT}\frac{d\mu}{dn}=1-\frac{e^2}{4\varepsilon kTL}=1-\frac{4.76}{4\times12.93}=0.91 .$$

Since the square of the screening length in neutral material is proportional to $n\,d\mu/dn$ at given $N$ and $T$, that length falls by about 5 %. The C-V width need not change by the same fraction, and real donors are discrete and randomly placed, so this is a size and not a correction to apply.

The other effects considered are smaller. Degeneracy raises $L$ by less than 0.1 %. Incomplete ionisation raises the screening length of neutral material by as little, if $N$ now counts all donors. For a rough binding energy of 45 meV a fraction $f$ of about 4 % is neutral, which leaves $N(1-f)$ mobile electrons. The occupation of the donors also responds to the potential and adds $Nf(1-f)$ to the screening, so $N$ in that length is replaced by $N(1-f^2)$. The C-V weight changes more, and in the other direction. Added donors count only with their local ionised fraction. If the donor occupation follows the signal, the steps that led to (3) and (7) give $W^2=2L^2[u_s-(1-f)+\ln(1-f)]$ and a second moment $2L^2[u_s+\ln(1-f)]$, with $f$ the bulk value. Hence $\sigma^2=2L^2(1-f)$, and the rms width narrows by about 2 %. The quantum spread of the electrons, for the light mass of $0.19$ electron masses, reduces the screening response at $k=1/L$ by 0.8 %. Traps and lateral non-uniformity of the doping are not included and have not been sized.

**Reach in depth.** For a rough breakdown field of 0.6 MV/cm, the depletion layer can extend to about 390 nm under a flat contact, so the example is within range there. Field crowding at an unprotected contact edge can cause breakdown earlier. Tunnelling at the metal's Fermi level, through a rough 0.7 eV barrier at the surface field, carries a factor of about $e^{-57}$ and is negligible. Thermally assisted tunnelling nearer the top of the barrier adds to the leakage current and has not been sized. In a metal-oxide-semiconductor capacitor with an equilibrium inversion layer, the band bending stops near $u_s=2\ln(N/n_i)$. With the rough intrinsic density $n_i=10^{10}$ cm$^{-3}$, (3) then limits the depth to about 100 nm. The 196 nm of the example would require a sweep fast enough to prevent the inversion layer from forming.

## Numbers as computed

```
donor density: 1.0e+17 cm^-3
temperature: 300 K
dielectric constant (rough): 11.7
thermal energy kT: 25.85 meV
kT: 4.1419e-14 erg; charge e: 4.8032e-10 esu
Debye length L: 12.93 nm = 1.293e-06 cm
L from SI boundary-value solution: 12.94 nm
variance of K, quadrature: 2.0000 L^2
variance of K, simulated C-V: 1.996 L^2
variance of neutral screening cloud: 1.996 L^2
area of K, simulated C-V: 1.0000
mean of K minus sheet depth, simulated: 0.0000 L
rms width sqrt(2) L: 18.3 nm
full width of K at half maximum: 2.826 L = 36.5 nm
10-90% width of carrier edge: 3.447 L = 44.6 nm
10-90% width of small step, simulated: 44.7 nm
half height of that step: 2 % of N
total band bending: 3.0 V = 116.0 kT/e
depletion depth W: 15.17 L = 196.1 nm
W from Poisson solver: 196.1 nm
capacitance per area: 52.8 nF/cm^2
surface field: 0.303 MV/cm
buried sheet density: 2.0e+09 cm^-2
peak of K: 0.3185 / L
apparent sheet peak, from K: 4.93e+14 cm^-3
apparent sheet peak, simulated: 4.94e+14 cm^-3
L at 1e+15 cm^-3, 300 K: 129.3 nm
L at 1e+16 cm^-3, 300 K: 40.9 nm
L at 1e17 cm^-3, 250 K: 11.8 nm
L at 1e17 cm^-3, 400 K: 14.9 nm
masses (rough), density of states and light: 1.08, 0.19 m
conduction-band density Nc: 2.82e+19 cm^-3
degeneracy raises L by: 0.063 %
donor binding energy (rough): 45 meV
neutral donor fraction in bulk: 3.8 %
incomplete ionisation raises L by: 0.070 %
quantum loss of response at k=1/L: 0.77 %
length e^2/(eps kT): 4.76 nm
correlation estimate lowers L by: 4.7 %
mean donor spacing: 21.5 nm
carriers in a sphere of radius L: 0.91
breakdown field (rough): 0.6 MV/cm
depth at breakdown: 388 nm
intrinsic density (rough): 1e+10 cm^-3
MOS inversion depth limit: 102 nm
barrier height (rough): 0.7 eV
tunnelling exponent at surface field: 57
```
